\section*{Apparent Activation Energy of First-Order Deposition with Constant Mass Transfer, part 2}

A precursor gas diffuses through a layer of thickness $\delta$ to a flat surface, where it is consumed and forms a film. The problem is how the apparent activation energy of the growth rate is related to the activation energy $E$ of the surface reaction.

The coordinate $z$ runs from the surface, $z=0$, into the gas. The concentration $c(z)$ has the values $c(0)=C_s$ and $c(\delta)=C_b$. The state is steady, the precursor is dilute and does not react in the gas, and the gas temperature is uniform across the layer. The flux $J$, in mol/(m$^2$\,s) and positive toward the surface, is independent of $z$: $J=D\,dc/dz=kC_s$, where the diffusivity $D(z)$ may vary through the layer. The rate constant is $k=k_0e^{-E/RT}$, with $T$ the surface temperature. With $x=1/(RT)$, $dk/dx=-Ek$, and the apparent energy is $E_{\rm app}=-d\ln J/dx$. The growth rate is $VJ$, with $V$ the film volume per mole of precursor.

The first derivation used the transfer law $J=h(C_b-C_s)$ with constant $h=D/\delta$. With $\mathrm{Da}=k/h$ it found $C_s/C_b=1/(1+\mathrm{Da})$, $E_{\rm app}=E/(1+\mathrm{Da})$ and
\begin{equation}
J=k_{\rm eff}\,C_b,\qquad k_{\rm eff}=\frac{k}{1+\mathrm{Da}}=\frac{kh}{h+k}.
\label{eq:flux}
\end{equation}

The second derivation does not solve for the flux. It starts from
\begin{equation}
\int_0^\delta D\left(\frac{dc}{dz}\right)^2dz
=J\int_0^\delta\frac{dc}{dz}\,dz=J\,(C_b-C_s)
\label{eq:gasterm}
\end{equation}
and the quadratic balance, whose two terms are the surface part and the gas part:
\begin{equation}
C_b\,J=k\,C_s^2+\int_0^\delta D\left(\frac{dc}{dz}\right)^2dz .
\label{eq:balance}
\end{equation}

The example has $E=150$ kJ/mol, $k_0=10^6$ m/s, $D=2\times10^{-4}$ m$^2$/s, $\delta=0.01$ m, $C_b=0.01$ mol/m$^3$ and $V=1.2\times10^{-5}$ m$^3$/mol, so $h=0.02$ m/s. At 1000 K, $RT=8.3145$ kJ/mol, $k=0.01462$ m/s, $\mathrm{Da}=0.731$, $C_s/C_b=0.578$ and $E_{\rm app}=86.7$ kJ/mol.

\subsection{The response to temperature}

A dot denotes $d/dx$, taken at fixed position $z$. Let $k$, $D$ and $C_b$ all depend on $x$ for the moment, with $\delta$ fixed. Differentiation of Eq.~\eqref{eq:balance} gives
\begin{align}
\dot C_bJ+C_b\dot J={}&\dot k\,C_s^2+\int_0^\delta\dot D\left(\frac{dc}{dz}\right)^2dz\nonumber\\
&+2kC_s\dot C_s+2\int_0^\delta D\,\frac{dc}{dz}\,\frac{d\dot c}{dz}\,dz .
\label{eq:dotbalance}
\end{align}
The second line contains the change of the profile. Its first term is $2J\dot C_s$, because $kC_s=J$. In its last term $D\,dc/dz=J$ again comes outside the integral:
\begin{equation}
2\int_0^\delta D\,\frac{dc}{dz}\,\frac{d\dot c}{dz}\,dz
=2J\int_0^\delta\frac{d\dot c}{dz}\,dz=2J(\dot C_b-\dot C_s).
\end{equation}
The two terms in $\dot C_s$ cancel, and the second line is equal to $2J\dot C_b$. Subtracting $\dot C_bJ$ from both sides of Eq.~\eqref{eq:dotbalance} leaves
\begin{equation}
C_b\,\dot J=\dot k\,C_s^2+\int_0^\delta\dot D\left(\frac{dc}{dz}\right)^2dz+J\,\dot C_b .
\label{eq:response}
\end{equation}

In the basic model $\dot D=0$ and $\dot C_b=0$. With $\dot k=-Ek$ and $kC_s=J$,
\begin{equation}
C_b\,\dot J=-E\,k\,C_s^2=-E\,J\,C_s .
\end{equation}
Division by $-C_bJ$ gives
\begin{equation}
E_{\rm app}=-\frac{\dot J}{J}=E\,\frac{C_s}{C_b}.
\label{eq:ratio}
\end{equation}
The apparent energy is the true one multiplied by the surface share of the balance.

To express the ratio through velocities, integrate $dc/dz=J/D$ across the layer:
\begin{equation}
C_b-C_s=J\int_0^\delta\frac{dz}{D(z)}=\frac{J}{h},\qquad
\frac1h=\int_0^\delta\frac{dz}{D(z)} .
\end{equation}
For constant $D$ this is the earlier $h=D/\delta$. Since $J=kC_s$, it follows that $C_b-C_s=(k/h)C_s=\mathrm{Da}\,C_s$, or $C_b=(1+\mathrm{Da})C_s$. Equation~\eqref{eq:ratio} becomes
\begin{equation}
E_{\rm app}=\frac{E}{1+\mathrm{Da}} ,
\end{equation}
in agreement with the first derivation.

\subsection{Why the profile drops out}

The cancellation reflects a minimum property. Let $k$, $D$ and $C_b$ be fixed, and for any trial profile $u(z)$ with $u(\delta)=C_b$ define
\begin{equation}
F[u]=k\,u(0)^2+\int_0^\delta D\left(\frac{du}{dz}\right)^2dz .
\end{equation}
Write $u=c+\eta$, where $c$ is the true profile and $\eta(\delta)=0$. The terms linear in $\eta$ are
\begin{equation}
2kC_s\,\eta(0)+2J\int_0^\delta\frac{d\eta}{dz}\,dz
=2J\eta(0)-2J\eta(0)=0 .
\end{equation}
What remains is
\begin{equation}
F[u]=C_bJ+k\,\eta(0)^2+\int_0^\delta D\left(\frac{d\eta}{dz}\right)^2dz\ \ge\ C_bJ .
\end{equation}
A small error in the profile changes $F$ in second order only, so the first-order response of the flux needs no knowledge of how the profile shifts.

Two simple trial profiles give upper bounds for the flux. The uniform profile $u=C_b$ has $F=kC_b^2$, hence $J\le kC_b$. For constant $D$, the linear profile $u=C_bz/\delta$ has $F=DC_b^2/\delta$, hence $J\le hC_b$. These are the reaction-limited and transfer-limited fluxes. At 1000 K the bounds on $J/C_b$ are 0.0146 and 0.0200 m/s, and the actual value is 0.00845 m/s. When the two resistances are comparable, neither limit is a good estimate.

\subsection{Transport or supply that depends on temperature}

The terms set aside in Eq.~\eqref{eq:response} show what happens when the basic assumptions are relaxed. Suppose that $D$ varies by the same factor throughout the layer, and define $E_h=-d\ln D/dx$, so that $\dot D=-E_hD$. At fixed $\delta$ this is also $-d\ln h/dx$. The gas term then follows from Eq.~\eqref{eq:gasterm}, and division of Eq.~\eqref{eq:response} by $-C_bJ$ gives
\begin{align}
E_{\rm app}&=E\,\frac{C_s}{C_b}+E_h\left(1-\frac{C_s}{C_b}\right)-\frac{d\ln C_b}{dx}\nonumber\\
&=\frac{E+\mathrm{Da}\,E_h}{1+\mathrm{Da}}-\frac{d\ln C_b}{dx}.
\label{eq:general}
\end{align}
Each process contributes its own energy, weighted by its share of the resistance.

As an example let $D\propto T^{1.75}$, with the whole gas layer at the surface temperature. Since $T=1/(Rx)$, $\ln D=\mathrm{const}-1.75\ln x$, and therefore $E_h=1.75/x=1.75\,RT$. At 1000 K this is 14.55 kJ/mol. With $D$ matched to the earlier value at that temperature and $C_b$ fixed,
\begin{equation}
E_{\rm app}=\frac{150+0.731\times14.55}{1.731}\ \mathrm{kJ/mol}=92.8\ \mathrm{kJ/mol},
\end{equation}
which is 6.1 kJ/mol above the constant-$h$ result. The correction matters most at large $\mathrm{Da}$: the slope then tends to $E_h$ and not to zero.

The second example keeps $h$ constant but fixes the partial pressure $p$ of the precursor, again with the gas at the surface temperature. The ideal-gas law gives $C_b=p/(RT)=px$, so $d\ln C_b/dx=1/x=RT$ and
\begin{equation}
E_{\rm app}=\frac{E}{1+\mathrm{Da}}-RT .
\end{equation}
With $p=83.1$ Pa, which gives the same $C_b$ at 1000 K, the slope is $86.65-8.31=78.34$ kJ/mol. Heating now dilutes the supply. At large $\mathrm{Da}$ (above about 1200 K here) the apparent energy becomes negative in this model, because the flux $hC_b$ falls as $1/T$. This sign rests on holding $h$ constant: if $D\propto T^{1.75}$ as well, $hC_b$ rises as $T^{0.75}$ and the slope tends to $+0.75\,RT$.

Both shifts were tested on the discretized diffusion equation. An isothermal gas at fixed pressure has both at once. By Eq.~\eqref{eq:general} they add, and at 1000 K they largely cancel: $6.1-8.3=-2.2$ kJ/mol. This near-cancellation belongs to the chosen point, since the first shift depends on $\mathrm{Da}$ and the second does not.

\subsection{An uneven supply}

The quadratic balance also applies when the surface is not equally accessible everywhere, as on a wafer with trenches that are wide compared with the mean free path of the gas. Let the gas fill a volume with $c=C_b$ on its outer boundary, uptake $kc$ per unit area on the reacting surface, and no flux through other walls. The constants $k$, $D$ and $C_b$ are uniform, and $J_{\rm tot}=\int kc\,dA$ is the total rate of deposition. Steady diffusion means $\nabla\cdot(D\nabla c)=0$, so $D|\nabla c|^2=\nabla\cdot(cD\nabla c)$. The divergence theorem turns its volume integral into the inflow $C_bJ_{\rm tot}$ at the outer boundary minus the uptake term:
\begin{equation}
C_bJ_{\rm tot}=\int k\,c^2\,dA+\int D\,|\nabla c|^2\,dV .
\end{equation}
On differentiation with fixed $D$ and $C_b$, the change of the profile enters through $2\int kc\,\dot c\,dA+2\int D\nabla c\cdot\nabla\dot c\,dV$. Because $\dot c=0$ on the outer boundary, the divergence theorem gives $-2\int kc\,\dot c\,dA$ for the second integral, and the two cancel as before. With $\dot k=-Ek$,
\begin{equation}
E_{\rm app}=\frac{E}{C_b}\,\frac{\int c^2\,dA}{\int c\,dA}.
\label{eq:uneven}
\end{equation}
This is $E$ times the mean of $c/C_b$, weighted by the local deposition rate.

Let $\bar c$ be the plain average of $c$ over the reacting area $A$. One can define a mean transfer velocity by $J_{\rm tot}/A=\bar h(C_b-\bar c)$, which gives $\bar c/C_b=1/(1+k/\bar h)$. The mean of $c^2$ is at least $\bar c^{\,2}$, so Eq.~\eqref{eq:uneven} implies
\begin{equation}
E_{\rm app}\ \ge\ \frac{E}{1+k/\bar h},
\end{equation}
with equality when $c$ is uniform over the surface. The simple formula becomes a lower bound. The reason is that $\bar h$ depends on how the deposition is distributed, and hence on $k$. It then varies with temperature even though $D$ does not. The gap is appreciable only when $c$ varies noticeably along the surface. With the parameters of the example at 1000 K, grooves 1 mm wide and 4 mm deep at a pitch of 4 mm give about 47 kJ/mol against a bound of about 40. For trenches 10 $\mu$m wide and 50 $\mu$m deep at a pitch of 20 $\mu$m both values are 27.8 kJ/mol: the surface concentration is nearly uniform, and the slope is lowered by the larger reacting area. The mean free path for this $D$ is a few tenths of a micrometre, so submicron trenches lie outside the model.

\subsection{What each derivation assumes}

Both derivations need a steady state, a surface reaction of first order and an Arrhenius rate constant. They differ in what they require of the transport.

The first requires a transfer law $J=h(C_b-C_s)$ with a coefficient that does not depend on $k$ or $T$. How the law arises is immaterial: $h$ may describe a stagnant layer or be measured. The second requires a flux of the gradient form (a positive coefficient times the gradient of a concentration variable), but no solution for the flux, and it remains useful where a single $h$ independent of $k$ does not exist.

A steady drift shows how each must be adapted. Let a force on the molecules add a velocity $v>0$ toward the surface, with $v$, $D$ and $C_b$ independent of $T$. Then $J=D\,dc/dz+vc$. The solution with $c(0)=C_s$ is $c=J/v+(C_s-J/v)e^{-vz/D}$. Setting $c(\delta)=C_b$, with $P=v\delta/D$, gives
\begin{equation}
J=aC_b-bC_s,\qquad a=\frac{v}{1-e^{-P}},\qquad b=\frac{v}{e^{P}-1}.
\end{equation}
With $C_s=J/k$ this becomes $J=akC_b/(k+b)$. Since $a$ and $b$ are constant, differentiation as in the first half yields
\begin{equation}
E_{\rm app}=E-\frac{E\,k}{k+b}=\frac{E}{1+k/b}.
\end{equation}
The method of the first derivation survives, with the return velocity $b$ in place of $h$. The identity $E_{\rm app}/E=C_s/C_b$ does not. Here $C_s/C_b=a/(k+b)$ and $a/b=e^{P}$, so $E_{\rm app}/E=e^{-P}C_s/C_b$. The balance \eqref{eq:balance} fails in its plain form, because $D\,dc/dz$ is no longer the constant flux. It is restored by the variables $u=c\,e^{vz/D}$ and $\tilde D=D\,e^{-vz/D}$, for which $J=\tilde D\,du/dz$, $u(0)=C_s$ and $u(\delta)=C_be^{P}$. This is the case of a diffusivity that varies through the layer, with $\int_0^\delta dz/\tilde D=(e^{P}-1)/v=1/b$, and Eq.~\eqref{eq:ratio} gives $E_{\rm app}/E=C_s/(C_be^{P})$, the same result.

The order of the reaction matters to both. If $J=k_nC_s^n$ with $n>0$ and $\dot k_n=-Ek_n$, then $\dot J/J=-E+n\dot C_s/C_s$. The transfer law with constant $h$ and $C_b$ gives $\dot C_s=-\dot J/h$. Hence $(\dot J/J)\,[1+nJ/(hC_s)]=-E$, and
\begin{equation}
E_{\rm app}=\frac{E}{1+n\,\mathrm{Da}_s},\qquad \mathrm{Da}_s=\frac{J}{hC_s}.
\end{equation}
For $n=1$, $\mathrm{Da}_s=k/h$ and the earlier result returns. For other orders the feedback through depletion is stronger or weaker by the factor $n$, and $\mathrm{Da}_s$ itself depends on the supply concentration.

To recover the barrier from a measured slope one uses $E=E_{\rm app}(1+\mathrm{Da})$. This needs a separate estimate of $\mathrm{Da}$, for example from the high-temperature ceiling $hC_b$ of the flux: by Eq.~\eqref{eq:flux}, $J/(hC_b)=\mathrm{Da}/(1+\mathrm{Da})$, and therefore $E=E_{\rm app}/[1-J/(hC_b)]$. In the example at 1000 K the growth rate is 1.0135 nm/s and the ceiling 2.4 nm/s, so that $E=86.65/(1-0.4223)=150$ kJ/mol. The ceiling must be a saturated rate: if the 2.25 nm/s reached at 1200 K were taken for it, the result would be 158 kJ/mol. The step also requires that $h$ and $C_b$ are constant over the whole temperature range from the point of measurement to the ceiling. Equal values at the two ends are not enough, because a temperature dependence of $h$ or $C_b$ at the point of measurement also enters the slope $E_{\rm app}$. Since gas diffusivities rise with temperature, a real reactor meets this condition at best approximately, and the error need not be small. For the isothermal gas at fixed pressure with $D\propto T^{1.75}$ there is no ceiling: the growth rate is 2.52, 3.05 and 3.40 nm/s at 1200, 1400 and 1600 K, and taking these values as the ceiling returns 141, 127 and 120 kJ/mol in place of 150. The values behind the example are listed in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
E = 150.0 kJ/mol
k0 = 1.00e+06 m/s
D = 2.00e-04 m^2/s
delta = 0.010 m
h = D/delta = 0.0200 m/s
bulk concentration = 0.0100 mol/m^3
film molar volume = 1.20e-05 m^3/mol
TABLE: growth and E_num from the diffusion solution
T/K   k/(m/s)    Da         growth/(nm/s) E_num  E/(1+Da) (kJ/mol)
800  1.608e-04  8.038e-03  0.0191  148.804  148.804
900  1.970e-03  9.848e-02  0.2152  136.552  136.552
1000  1.462e-02  7.310e-01  1.0135  86.654  86.654
1100  7.538e-02  3.769e+00  1.8967  31.454  31.454
1200  2.957e-01  1.478e+01  2.2479  9.504  9.504
1400  2.532e+00  1.266e+02  2.3812  1.175  1.175
WORKED POINT AT 1000 K
R T = 8.3145 kJ/mol
E/(R T) = 18.0409
k = 0.01462 m/s
Da = 0.7310
surface/bulk concentration = 0.5777
k_eff = 8.44609e-03 m/s
flux = 8.4461e-05 mol/(m^2 s)
apparent energy = 86.65 kJ/mol
apparent energy = 0.8981 eV
true barrier E = 1.5546 eV
CROSSOVER
temperature where Da = 1: 1017.67 K
apparent energy there = 75.00 kJ/mol
temperature of strongest bend = 1017.8 K
TWO-POINT SLOPE, 900 K TO 1100 K
two-point apparent energy = 89.58 kJ/mol
DROPPED ASSUMPTIONS AT 1000 K
diffusivity exponent = 1.75
transfer energy E_h = 14.55 kJ/mol
apparent energy, variable D = 92.80 kJ/mol
shift from variable D = +6.14 kJ/mol
partial pressure = 83.14 Pa
apparent energy, fixed pressure = 78.34 kJ/mol
shift from fixed pressure = -8.31 kJ/mol
\end{verbatim}
